# Relaxation of a metal hopping round an eta-1 cyclopentadienyl ring: test program

```python
"""
Result under test: a metal hopping between adjacent carbons of an eta-1
cyclopentadienyl ring relaxes with the rates
    Gamma_j = 2 k (1 - cos(2 pi j / 5)),   j = 0..4,
where k is the rate constant of a hop to ONE named neighbour (exit rate 2k).
Sites are numbered 0..4 round the ring; p_n is the population of site n and
dp/dt = K p with the generator K.  q is the rate constant of a 1,3-shift to
one named site.  For NMR, omega_n is the angular frequency offset of a ring
nucleus at position n from the metal: 0 ipso, 1 and 4 alpha, 2 and 3 beta.
Rates are in 1/s, offsets in rad/s, and times in s (printed in ms).
"""
import math
import numpy as np
import sympy as sp

SITES = 5


def generator(k_adjacent, q_next=0.0, exit_factor=None):
    """Build K by listing every hop; exit_factor scales exits of each site."""
    factor = np.ones(SITES) if exit_factor is None else exit_factor
    matrix = np.zeros((SITES, SITES))
    for start in range(SITES):
        for step, rate in ((1, k_adjacent), (-1, k_adjacent),
                           (2, q_next), (-2, q_next)):
            end = (start + step) % SITES
            matrix[end, start] += rate * factor[start]
            matrix[start, start] -= rate * factor[start]
    return matrix


def gamma(j, k_adjacent, q_next=0.0):
    """Derived relaxation rate of mode j."""
    angle = 2 * math.pi * j / SITES
    return (2 * k_adjacent * (1 - math.cos(angle))
            + 2 * q_next * (1 - math.cos(2 * angle)))


# Landing probabilities after a given number of hops, by counting paths.
MAX_HOPS = 130
landing = np.zeros((MAX_HOPS + 1, SITES))
for hops in range(MAX_HOPS + 1):
    for right in range(hops + 1):
        site = (2 * right - hops) % SITES
        landing[hops, site] += math.comb(hops, right) / 2**hops


def populations_by_paths(time, k_adjacent):
    """Start on site 0; the number of hops is Poisson with mean 2 k t."""
    mean = 2 * k_adjacent * time
    weights = np.array([math.exp(-mean + h * math.log(mean)
                                 - math.lgamma(h + 1))
                        for h in range(MAX_HOPS + 1)])
    return weights @ landing


def populations_by_modes(time, k_adjacent):
    """Derived closed form for a start on site 0."""
    n = np.arange(SITES)
    return 0.2 + 0.4 * (
        np.cos(2 * np.pi * n / 5) * math.exp(-gamma(1, k_adjacent) * time)
        + np.cos(4 * np.pi * n / 5) * math.exp(-gamma(2, k_adjacent) * time))


def line_decay(hop_matrix, offsets, pattern):
    """Decay rate of the eigenmode that overlaps most with pattern."""
    values, vectors = np.linalg.eig(1j * np.diag(offsets) + hop_matrix)
    chosen = np.argmax(np.abs(pattern @ vectors))
    return -values[chosen].real


k = 1000.0
rate1, rate2 = gamma(1, k), gamma(2, k)

# Spectrum from diagonalization of the hop list.
numeric = np.sort(-np.linalg.eigvalsh(generator(k)))
formula = np.sort([gamma(j, k) for j in range(SITES)])
assert np.allclose(numeric, formula, atol=1e-8 * k)

# Characteristic polynomial and surd forms, in exact arithmetic, for k = 1.
x = sp.symbols("x")
unit_matrix = sp.Matrix(generator(1.0).astype(int).tolist())
polynomial = unit_matrix.charpoly(x).as_expr()
assert sp.expand(polynomial - x * (x**2 + 5 * x + 5)**2) == 0
assert abs(rate1 / k - (5 - math.sqrt(5)) / 2) < 1e-12
assert abs(rate2 / k - (5 + math.sqrt(5)) / 2) < 1e-12

# Time-dependent populations against path counting.
times = [0.0002, 0.0005, 0.001, 0.002]
for time in times:
    assert np.allclose(populations_by_paths(time, k),
                       populations_by_modes(time, k), atol=1e-12)

# Late decay of the excess on the starting site.
early, late = 8 / k, 9 / k
excess_early = populations_by_paths(early, k)[0] - 0.2
excess_late = populations_by_paths(late, k)[0] - 0.2
late_rate = math.log(excess_early / excess_late) / (late - early)
assert abs(late_rate / rate1 - 1) < 1e-6

# A population pattern made of one mode decays as a single exponential.
for j in (1, 2):
    pattern = np.cos(2 * np.pi * j * np.arange(SITES) / SITES)
    start = 0.2 * (1 + 0.5 * pattern)
    for time in times:
        spread = populations_by_paths(time, k)
        final = np.array([sum(spread[(n - m) % SITES] * start[m]
                              for m in range(SITES)) for n in range(SITES)])
        expected = 0.2 + 0.1 * pattern * math.exp(-gamma(j, k) * time)
        assert np.allclose(final, expected, atol=1e-12)

# 1,3-shifts: general formula, same set of rates, interchanged modes.
for k_test, q_test in ((k, 0.3 * k), (0.0, k), (k, k)):
    matrix = generator(k_test, q_test)
    for j in range(SITES):
        mode = np.exp(2j * np.pi * j * np.arange(SITES) / SITES)
        assert np.allclose(matrix @ mode, -gamma(j, k_test, q_test) * mode,
                           atol=1e-8 * k)
only_13 = np.sort(-np.linalg.eigvalsh(generator(0.0, k)))
assert np.allclose(only_13, numeric, atol=1e-8 * k)
both = np.sort(-np.linalg.eigvalsh(generator(k, k)))
assert np.allclose(both[1:], 5 * k, atol=1e-8 * k)

# One inequivalent site: its exit rates are halved.
biased = generator(k, exit_factor=np.array([0.5, 1, 1, 1, 1]))
biased_values = np.linalg.eigvals(biased)
assert np.max(np.abs(biased_values.imag)) < 1e-6 * k
biased_rates = np.sort(-biased_values.real)
for kept in (rate1, rate2):
    assert np.min(np.abs(biased_rates - kept)) < 1e-8 * k
assert biased_rates[2] - biased_rates[1] > 0.01 * k
assert biased_rates[4] - biased_rates[3] > 0.01 * k

# NMR line decay rates from the full complex five-site matrix.
omega = np.array([0.0, 3000.0, 2000.0, 2000.0, 3000.0])
line_patterns = {"ipso": np.array([1.0, 0, 0, 0, 0]),
                 "alpha": np.array([0, 1.0, 0, 0, 1.0]) / math.sqrt(2),
                 "beta": np.array([0, 0, 1.0, 1.0, 0]) / math.sqrt(2)}
slow, fast = 20.0, 1.0e5
slow_laws = {"1,2": {"ipso": 2, "alpha": 2, "beta": 1},
             "1,3": {"ipso": 2, "alpha": 1, "beta": 2}}
hop_rates = {"1,2": (1.0, 0.0), "1,3": (0.0, 1.0)}
c = [float(np.mean(omega * np.cos(2 * np.pi * j * np.arange(SITES) / 5)))
     for j in range(SITES)]
slow_results, fast_results = {}, {}
for shift, (a, b) in hop_rates.items():
    for name, pattern in line_patterns.items():
        decay = line_decay(generator(a * slow, b * slow), omega, pattern)
        # Neglected terms are of relative order (hop rate / offset gap)^2.
        assert abs(decay / (slow_laws[shift][name] * slow) - 1) < 5e-3
        slow_results[shift, name] = decay
    full = line_decay(generator(a * fast, b * fast), omega,
                      np.ones(SITES) / math.sqrt(SITES))
    perturbative = sum(c[j]**2 / gamma(j, a * fast, b * fast)
                       for j in range(1, SITES))
    # Neglected terms are of relative order (offset / hop rate)^2.
    assert abs(full / perturbative - 1) < 2e-3
    fast_results[shift] = (full, perturbative)

print(f"hop rate to one neighbour k = {k:.0f} 1/s")
print(f"total exit rate 2k = {2 * k:.0f} 1/s")
print(f"cos(72 deg) = {math.cos(2 * math.pi / 5):.6f}")
print(f"cos(144 deg) = {math.cos(4 * math.pi / 5):.6f}")
print(f"Gamma_1/k = {rate1 / k:.6f}, Gamma_2/k = {rate2 / k:.6f}")
print(f"Gamma_1 = Gamma_4 = {rate1:.3f} 1/s")
print(f"Gamma_2 = Gamma_3 = {rate2:.3f} 1/s")
print(f"lifetime 1/Gamma_1 = {1000 / rate1:.4f} ms")
print(f"lifetime 1/Gamma_2 = {1000 / rate2:.4f} ms")
print(f"late decay rate from path counting = {late_rate:.3f} 1/s")
print("populations from path counting, start on site 0:")
for time in times:
    p = populations_by_paths(time, k)
    print(f"  t = {1000 * time:.1f} ms: site 0 {p[0]:.5f}, "
          f"sites 1,4 {p[1]:.5f}, sites 2,3 {p[2]:.5f}")
print("nonzero rates with exits from one site halved (1/s):")
print("  " + ", ".join(f"{value:.3f}" for value in biased_rates[1:]))
print(f"all nonzero rates for q = k: {both[1]:.1f} 1/s")
print(f"offsets: ipso {omega[0]:.0f}, alpha {omega[1]:.0f}, "
      f"beta {omega[2]:.0f} rad/s")
print(f"mean offset = {c[0]:.1f} rad/s")
print(f"c_1 = {c[1]:.3f} rad/s, c_2 = {c[2]:.3f} rad/s")
print(f"slow hop rate = {slow:.0f} 1/s; line decay rates, full matrix:")
for shift in hop_rates:
    print(f"  {shift}-shifts: " + ", ".join(
        f"{name} {slow_results[shift, name]:.3f} 1/s"
        for name in line_patterns))
print(f"fast hop rate = {fast:.0f} 1/s; decay rate of the merged line:")
for shift, (full, perturbative) in fast_results.items():
    print(f"  {shift}-shifts: full matrix {full:.4f} 1/s, "
          f"formula {perturbative:.4f} 1/s")
print("no test failed")
```

It prints:

```
hop rate to one neighbour k = 1000 1/s
total exit rate 2k = 2000 1/s
cos(72 deg) = 0.309017
cos(144 deg) = -0.809017
Gamma_1/k = 1.381966, Gamma_2/k = 3.618034
Gamma_1 = Gamma_4 = 1381.966 1/s
Gamma_2 = Gamma_3 = 3618.034 1/s
lifetime 1/Gamma_1 = 0.7236 ms
lifetime 1/Gamma_2 = 0.2764 ms
late decay rate from path counting = 1381.966 1/s
populations from path counting, start on site 0:
  t = 0.2 ms: site 0 0.69741, sites 1,4 0.13681, sites 2,3 0.01449
  t = 0.5 ms: site 0 0.46596, sites 1,4 0.20893, sites 2,3 0.05809
  t = 1.0 ms: site 0 0.31117, sites 1,4 0.22235, sites 2,3 0.12206
  t = 2.0 ms: site 0 0.22551, sites 1,4 0.20756, sites 2,3 0.17969
nonzero rates with exits from one site halved (1/s):
  1000.000, 1381.966, 3000.000, 3618.034
all nonzero rates for q = k: 5000.0 1/s
offsets: ipso 0, alpha 3000, beta 2000 rad/s
mean offset = 2000.0 rad/s
c_1 = -276.393 rad/s, c_2 = -723.607 rad/s
slow hop rate = 20 1/s; line decay rates, full matrix:
  1,2-shifts: ipso 40.000 1/s, alpha 40.008 1/s, beta 19.992 1/s
  1,3-shifts: ipso 40.000 1/s, alpha 19.992 1/s, beta 40.008 1/s
fast hop rate = 100000 1/s; decay rate of the merged line:
  1,2-shifts: full matrix 3.9999 1/s, formula 4.0000 1/s
  1,3-shifts: full matrix 8.0002 1/s, formula 8.0000 1/s
no test failed
```
